# T² thermal conductivity from a grain-boundary phonon path proportional to 1/ω: verification in Python

```python
"""Thermal conductivity of a 3D Debye solid limited by grain boundaries.

Result under test: if the phonon mean free path is
    mfp(omega) = l_D * omega_D / omega,
then for temperatures T far below the Debye temperature Theta
    kappa = 3 zeta(3) kB^3 l_D omega_D T^2 / (pi^2 hbar^2 v^2),
whereas a constant path d gives the Casimir law
    kappa = 2 pi^2 kB^4 d T^3 / (15 hbar^3 v^2).
Symbols: v sound speed (three equal branches), omega_D Debye cutoff,
l_D path at the cutoff, d grain size, L sample size,
T_L = Theta l_D / L temperature below which the sample surface takes over.
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import hbar, k as kB, pi
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma, zeta

# Rough typical parameters of nanocrystalline germanium
v = 3500.0
lattice = 0.566e-9
density = 8 / lattice**3
d = 100e-9
l_D = d                     # model assumption
L = 1e-3
mass_variance = 6e-4        # relative mass variance, rough
anharmonic = 3e-23          # rate / (omega^2 T^3) in s/K^3, rough
plateau = 2 * pi * 2e12     # top of a flattened acoustic branch, rough
c11, c12, c44 = 129e9, 48e9, 67e9
mass_density = 5320.0

q_D = (6 * pi**2 * density) ** (1 / 3)
omega_D = v * q_D
Theta = hbar * omega_D / kB
A = l_D * omega_D
T_L = Theta * l_D / L
J3 = 6 * zeta(3)


def kappa_grain(T):
    return 3 * zeta(3) * kB**3 * A * T**2 / (pi**2 * hbar**2 * v**2)


def kappa_casimir(T, length):
    return 2 * pi**2 * kB**4 * length * T**3 / (15 * hbar**3 * v**2)


def grain_path(w):
    return A / w


def grain_and_sample(w):
    return 1 / (w / A + 1 / L)


def mode_heat(x):
    """Heat capacity of one mode divided by kB."""
    return (x / 2 / np.sinh(x / 2)) ** 2


nodes, weights = np.polynomial.legendre.leggauss(500)
s_nodes, s_weights = (nodes + 1) / 2, weights / 2


def spectral_integral(T, factor):
    """Integral of density of modes * mode heat capacity * factor."""
    top = min(omega_D, 80 * kB * T / hbar)
    w = top * s_nodes**3
    dw = 3 * top * s_nodes**2 * s_weights
    dT = 1e-4 * T
    hot = hbar * w / np.expm1(hbar * w / (kB * (T + dT)))
    cold = hbar * w / np.expm1(hbar * w / (kB * (T - dT)))
    modes = 3 * w**2 / (2 * pi**2 * v**3)
    return np.sum(dw * modes * (hot - cold) / (2 * dT) * factor(w))


def kappa_quad(T, path):
    return spectral_integral(T, lambda w: v * path(w) / 3)


def local_exponent(T, path):
    r = 1.01
    ratio = kappa_quad(T * r, path) / kappa_quad(T / r, path)
    return np.log(ratio) / np.log(r**2)


# Explicit sum over the wavevectors of a finite box (one octant times 8)
dq = 0.25 * kB * 4.0 / (hbar * v)
q1 = (np.arange(120) + 0.5) * dq
qx, qy, qz = np.meshgrid(q1, q1, q1, indexing="ij", sparse=True)
q_abs = np.sqrt(qx**2 + qy**2 + qz**2)
cos_squared = (qx / q_abs) ** 2


def kappa_modes(T, path):
    w = v * q_abs
    heat = kB * mode_heat(hbar * w / (kB * T))
    total = np.sum(heat * v**2 * cos_squared * path(w) / v)
    return 3 * 8 * total * (dq / (2 * pi)) ** 3


sum_grain = {T: kappa_modes(T, grain_path) for T in (2.0, 4.0)}
sum_casimir = {T: kappa_modes(T, lambda w: d) for T in (2.0, 4.0)}
for T in (2.0, 4.0):
    # the 1/omega singularity leaves an error of order (grid step)^2
    assert abs(sum_grain[T] / kappa_grain(T) - 1) < 5e-3
    assert abs(sum_casimir[T] / kappa_casimir(T, d) - 1) < 5e-3
    assert abs(kappa_quad(T, grain_path) / kappa_grain(T) - 1) < 1e-5
exp_grain = np.log2(sum_grain[4.0] / sum_grain[2.0])
exp_casimir = np.log2(sum_casimir[4.0] / sum_casimir[2.0])
assert abs(exp_grain - 2) < 0.01 and abs(exp_casimir - 3) < 0.01

# Number of wavevectors inside the Debye sphere equals number of atoms
step = q_D / 100
g1 = (np.arange(101) + 0.5) * step
gx, gy, gz = np.meshgrid(g1, g1, g1, indexing="ij", sparse=True)
inside = np.count_nonzero(gx**2 + gy**2 + gz**2 < q_D**2)
assert abs(8 * inside * (step / (2 * pi)) ** 3 / density - 1) < 5e-3

# General power law: path = l_D (omega_D/omega)^p gives T^(3-p)
general_exponents = {}
for p in (0.5, 2.0):
    def power_path(w, p=p):
        return l_D * (omega_D / w) ** p
    closed = (kB * l_D / (2 * pi**2 * v**2) * (kB * 4.0 / hbar) ** 3
              * (Theta / 4.0) ** p * gamma(5 - p) * zeta(4 - p))
    assert abs(kappa_quad(4.0, power_path) / closed - 1) < 1e-5
    general_exponents[p] = local_exponent(4.0, power_path)
    assert abs(general_exponents[p] - (3 - p)) < 1e-4

# Effective path from conductivity and heat capacity
heat_capacity, effective_path = {}, {}
for T in (2.0, 4.0):
    heat_capacity[T] = spectral_integral(T, lambda w: 1.0)
    effective_path[T] = 3 * kappa_quad(T, grain_path) / (heat_capacity[T] * v)
    closed = 45 * zeta(3) * l_D * Theta / (2 * pi**4 * T)
    assert abs(effective_path[T] / closed - 1) < 1e-5

# Upper limit of the window: Debye cutoff
z = 10.0
cutoff_loss = 1 - kappa_quad(Theta / z, grain_path) / kappa_grain(Theta / z)
cutoff_closed = (z**3 + 3 * z**2 + 6 * z + 6) * np.exp(-z) / J3
assert abs(cutoff_loss / cutoff_closed - 1) < 2e-3

# Lower limit of the window: finite sample
sample_loss = {T: 1 - kappa_quad(T, grain_and_sample)
               / kappa_quad(T, grain_path) for T in (2.0, 4.0)}
first_order = pi**2 * T_L / (18 * zeta(3) * 4.0)
# the next order is smaller by about (T_L/T) times a logarithm
assert abs(sample_loss[4.0] / first_order - 1) < 0.05
exp_cold = local_exponent(T_L / 1000, grain_and_sample)
exp_middle = local_exponent(T_L, grain_and_sample)
exp_warm = local_exponent(4.0, grain_and_sample)
assert abs(exp_cold - 3) < 0.01 and abs(exp_warm - 2) < 0.01
assert 2 < exp_middle < 3
cold_ratio = (kappa_quad(T_L / 1000, grain_and_sample)
              / kappa_casimir(T_L / 1000, L))
assert abs(cold_ratio - 1) < 0.01


# Which phonons carry the heat
def carried_below(x):
    return quad(lambda y: y * mode_heat(y), 0, x)[0] / J3


x_median = brentq(lambda x: carried_below(x) - 0.5, 0.5, 10)
w_median = {T: x_median * kB * T / hbar for T in (2.0, 4.0)}
T_wave = 2 * pi * hbar * v / (d * kB * x_median)


# Sizes of neglected effects, as relative changes of kappa
def change(T, path):
    return kappa_quad(T, path) / kappa_quad(T, grain_path) - 1


def disorder_path(w):
    rate = mass_variance * w**4 / (density * 4 * pi * v**3)
    return 1 / (w / A + rate / v)


def rayleigh_path(w):
    w_grain = 2 * pi * v / d
    path = A / w * np.maximum(1.0, (w_grain / w) ** 3)
    return 1 / (1 / path + 1 / L)


def dispersion_change(T):
    """Wavevector integral for omega = plateau * sin(q v / plateau)."""
    xm = hbar * plateau / (kB * T)

    def integrand(u):
        x = xm * np.sin(u / xm)
        return u**2 * mode_heat(x) * np.cos(u / xm) / x
    edge = xm * pi / 2
    value = (quad(integrand, 1e-9, min(10, edge), limit=200)[0]
             + quad(integrand, min(10, edge), edge, limit=200)[0])
    return value / J3 - 1


def elastic_averages(a11, a12, a44):
    """Mean of |group speed|/c^3 and of 1/c^3 over directions, branches."""
    e = np.eye(3)
    cubic = np.zeros((3, 3, 3, 3))
    for i in range(3):
        cubic[i, i, i, i] = 1
    C = (a12 * np.einsum("ij,kl->ijkl", e, e)
         + a44 * (np.einsum("ik,jl->ijkl", e, e)
                  + np.einsum("il,jk->ijkl", e, e))
         + (a11 - a12 - 2 * a44) * cubic)
    mu, wmu = np.polynomial.legendre.leggauss(40)
    phi = (np.arange(80) + 0.5) * 2 * pi / 80
    M, P = np.meshgrid(mu, phi, indexing="ij")
    S = np.sqrt(1 - M**2)
    n = np.stack([S * np.cos(P), S * np.sin(P), M], axis=-1).reshape(-1, 3)
    wt = np.repeat(wmu / 2 / 80, 80)
    christoffel = np.einsum("ijkl,aj,al->aik", C, n, n, optimize=True)
    values, vectors = np.linalg.eigh(christoffel / mass_density)
    c = np.sqrt(values)
    vg = np.einsum("ijkl,aib,akb,al->abj", C, vectors, vectors, n,
                   optimize=True) / (mass_density * c[:, :, None])
    assert np.allclose(np.einsum("abj,aj->ab", vg, n), c, rtol=1e-9)
    speed = np.linalg.norm(vg, axis=2)
    return (np.sum(wt[:, None] * speed / c**3) / 3,
            np.sum(wt[:, None] / c**3) / 3)


iso_mean, _ = elastic_averages(c12 + 2 * c44, c12, c44)
iso_exact = (mass_density / (c12 + 2 * c44) + 2 * mass_density / c44) / 3
assert abs(iso_mean / iso_exact - 1) < 1e-8
transport_mean, inverse_cube = elastic_averages(c11, c12, c44)
elastic_change = v**2 * transport_mean - 1
elastic_speed = inverse_cube ** (-1 / 3)

print("INPUTS (rough typical values, nanocrystalline germanium)")
print(f"sound speed v = {v:.0f} m/s")
print(f"lattice parameter = {lattice*1e9:.3f} nm")
print(f"atom density n = {density:.3e} 1/m^3")
print(f"grain size d = path at cutoff l_D = {d*1e9:.0f} nm")
print(f"sample size L = {L*1e3:.0f} mm")
print(f"mass variance = {mass_variance:.1e} (no unit)")
print(f"anharmonic coefficient = {anharmonic:.1e} s/K^3")
print(f"branch plateau = {plateau/(2*pi)/1e12:.1f} THz")
print(f"c11, c12, c44 = {c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"mass density = {mass_density:.0f} kg/m^3")
print("DERIVED")
print(f"Debye cutoff omega_D = {omega_D:.4e} rad/s")
print(f"Debye temperature Theta = {Theta:.1f} K")
print(f"product l_D*omega_D = {A:.4e} m/s")
print(f"integral 6 zeta(3) = {J3:.5f}")
print(f"kappa/T^2 = {kappa_grain(1.0):.5f} W/(m K^3)")
print(f"median x = {x_median:.3f} (no unit)")
for T in (2.0, 4.0):
    print(f"AT T = {T:.0f} K")
    print(f"kappa, formula = {kappa_grain(T):.4f} W/(m K)")
    print(f"kappa, sum over modes = {sum_grain[T]:.4f} W/(m K)")
    print(f"kappa, Casimir with d = {kappa_casimir(T, d):.5f} W/(m K)")
    print(f"heat capacity = {heat_capacity[T]:.2f} J/(m^3 K)")
    print(f"effective path = {effective_path[T]*1e9:.0f} nm")
    print(f"median frequency = {w_median[T]/(2*pi)/1e12:.4f} THz")
    print(f"median wavelength = {2*pi*v/w_median[T]*1e9:.1f} nm")
    print(f"path at median frequency = {A/w_median[T]*1e9:.0f} nm")
    print(f"change, sample size: {-100*sample_loss[T]:.3f} %")
    print(f"change, mass disorder: {100*change(T, disorder_path):.1e} %")
    anh = change(T, lambda w: 1 / (w / A + anharmonic * w**2 * T**3 / v))
    print(f"change, anharmonic: {100*anh:.1e} %")
    print(f"change, branch flattening: {100*dispersion_change(T):.2f} %")
    ray = change(T, rayleigh_path)
    print(f"change, Rayleigh tail and sample: {100*ray:.1f} %")
print("EXPONENTS AND LIMITS")
print(f"mode-sum exponents, 1/omega and constant path = "
      f"{exp_grain:.3f}, {exp_casimir:.3f}")
print(f"exponents for p = 0.5 and 2: {general_exponents[0.5]:.3f}, "
      f"{general_exponents[2.0]:.3f}")
print(f"sample crossover T_L = {T_L:.4f} K")
print(f"exponent at T_L/1000, T_L, 4 K = "
      f"{exp_cold:.3f}, {exp_middle:.3f}, {exp_warm:.3f}")
print(f"median wavelength equals d at {T_wave:.3f} K")
print(f"cutoff loss at Theta/10 = {100*cutoff_loss:.3f} %")
print(f"cutoff loss at 4 K, log10 of fraction = "
      f"{np.log10(((Theta/4)**3+3*(Theta/4)**2+6*Theta/4+6)/J3)-Theta/4/np.log(10):.1f}")
print(f"Debye speed from elastic constants = {elastic_speed:.0f} m/s")
print(f"change, polarisation and anisotropy: {100*elastic_change:.1f} %")
print("PASS")
```

Running it gives:

```
INPUTS (rough typical values, nanocrystalline germanium)
sound speed v = 3500 m/s
lattice parameter = 0.566 nm
atom density n = 4.412e+28 1/m^3
grain size d = path at cutoff l_D = 100 nm
sample size L = 1 mm
mass variance = 6.0e-04 (no unit)
anharmonic coefficient = 3.0e-23 s/K^3
branch plateau = 2.0 THz
c11, c12, c44 = 129, 48, 67 GPa
mass density = 5320 kg/m^3
DERIVED
Debye cutoff omega_D = 4.8206e+13 rad/s
Debye temperature Theta = 368.2 K
product l_D*omega_D = 4.8206e+06 m/s
integral 6 zeta(3) = 7.21234
kappa/T^2 = 0.03403 W/(m K^3)
median x = 3.270 (no unit)
AT T = 2 K
kappa, formula = 0.1361 W/(m K)
kappa, sum over modes = 0.1358 W/(m K)
kappa, Casimir with d = 0.00266 W/(m K)
heat capacity = 22.82 J/(m^3 K)
effective path = 5112 nm
median frequency = 0.1363 THz
median wavelength = 25.7 nm
path at median frequency = 5630 nm
change, sample size: -0.816 %
change, mass disorder: -6.3e-03 %
change, anharmonic: -3.1e-05 %
change, branch flattening: 0.25 %
change, Rayleigh tail and sample: 12.8 %
AT T = 4 K
kappa, formula = 0.5444 W/(m K)
kappa, sum over modes = 0.5441 W/(m K)
kappa, Casimir with d = 0.02130 W/(m K)
heat capacity = 182.57 J/(m^3 K)
effective path = 2556 nm
median frequency = 0.2726 THz
median wavelength = 12.8 nm
path at median frequency = 2815 nm
change, sample size: -0.413 %
change, mass disorder: -5.1e-02 %
change, anharmonic: -5.0e-04 %
change, branch flattening: 1.04 %
change, Rayleigh tail and sample: 3.0 %
EXPONENTS AND LIMITS
mode-sum exponents, 1/omega and constant path = 2.002, 3.000
exponents for p = 0.5 and 2: 2.500, 1.000
sample crossover T_L = 0.0368 K
exponent at T_L/1000, T_L, 4 K = 2.995, 2.243, 2.004
median wavelength equals d at 0.514 K
cutoff loss at Theta/10 = 0.860 %
cutoff loss at 4 K, log10 of fraction = -34.9
Debye speed from elastic constants = 3525 m/s
change, polarisation and anisotropy: -2.6 %
PASS
```
